\section*{Surface Potential at the Minimum of Excess Surface Conductance}

\section{The choice of branch}

Suppose that a sheet conductance is known and the surface potential of the semiconductor is wanted. The calculation has to invert a curve that falls and then rises, so one conductance generally belongs to two surface potentials. A root finder must be told which side of the minimum to search. The position of the minimum settles this, and it also supplies one fixed point on the potential scale. For constant mobilities it is
\begin{equation}
u_s^*=\ln\frac{\sigma_p}{\sigma_n},
\label{eq:result}
\end{equation}
where $\sigma_p$ and $\sigma_n$ are the bulk hole and electron conductivities and $u_s$ is the surface potential divided by the thermal energy. Doping enters only through the two conductivities, and the permittivity and the shape of the space-charge layer do not enter at all. These notes derive the result and show where it fails.

\section{Model and conventions}

The semiconductor fills $x>0$, with its surface at $x=0$. It is uniformly doped, in equilibrium, and much thicker than its space-charge layer. The algebra uses atomic units, with elementary charge $e=1$ and Poisson's equation in the form $\kappa\phi''=-4\pi\rho$, where $\kappa$ is the relative permittivity. The potential $\phi$ is measured from the neutral bulk, $T$ is the thermal energy, and
\begin{equation}
u(x)=\phi(x)/T,\qquad u_s=u(0),\qquad u(\infty)=0 .
\end{equation}
Positive $u$ means bands bent downward: electrons are attracted and holes repelled. Both carriers are non-degenerate, so
\begin{equation}
n=n_b e^{u},\qquad p=p_b e^{-u},
\end{equation}
with bulk densities $n_b$ and $p_b$. The dopants are fully ionized, and bulk neutrality makes their net charge density $n_b-p_b$.

The conductance is measured parallel to the surface with a small lateral field. Both carriers are contacted and feel that same field, and surface states carry no current. The mobilities $\mu_n$ and $\mu_p$ do not depend on depth or field. With
\begin{equation}
\sigma_n=\mu_n n_b,\qquad \sigma_p=\mu_p p_b,
\end{equation}
the excess sheet conductance, relative to flat bands, is
\begin{equation}
G(u_s)=\int_0^\infty g(u(x))\,dx,\qquad
g(u)=\sigma_n(e^{u}-1)+\sigma_p(e^{-u}-1).
\label{eq:G}
\end{equation}
Since $e^{-u}-1=-e^{-u}(e^{u}-1)$, the local excess factorizes:
\begin{equation}
g(u)=(e^{u}-1)\left(\sigma_n-\sigma_p e^{-u}\right).
\label{eq:factor}
\end{equation}
It vanishes at $u=0$ and at $u=\ln(\sigma_p/\sigma_n)$. These are zeros of the local excess. Whether either is a stationary point of the integral $G$ has still to be shown.

\section{One profile for every surface potential}

The charge density is $\rho=p-n+(n_b-p_b)$. Poisson's equation becomes
\begin{equation}
u''=\frac{4\pi}{\kappa T}
\left[n_b(e^{u}-1)-p_b(e^{-u}-1)\right].
\label{eq:poisson}
\end{equation}
Multiply by $2u'$. The left side is then $(u'^2)'$, and the right side is the derivative of a function of $u$, because
\begin{align}
\frac{d}{du}(e^{u}-1-u)&=e^{u}-1,\\
\frac{d}{du}(e^{-u}-1+u)&=-(e^{-u}-1).
\end{align}
Integrating from the bulk, where $u$ and $u'$ both vanish, gives
\begin{equation}
u'^2=\frac{8\pi}{\kappa T}
\left[n_b(e^{u}-1-u)+p_b(e^{-u}-1+u)\right].
\label{eq:first}
\end{equation}
For $t\neq0$, $e^t>1+t$. Taking $t=u$ and $t=-u$ shows that both terms are positive unless $u=0$. The slope therefore cannot vanish within the layer, and $u$ runs monotonically from $u_s$ to zero. It decreases if $u_s>0$ and increases if $u_s<0$. Hence
\begin{equation}
u'=-E(u),
\label{eq:E}
\end{equation}
where $E(u)$ is the square root of the right side of (\ref{eq:first}), taken with the sign of $u$. It is the normalized electric field.

Equation (\ref{eq:E}) does not contain $x$ explicitly. For a given sign of $u_s$, all solutions are thus pieces of one curve. A larger $|u_s|$ means that the curve starts earlier, and its deeper part is unchanged apart from a shift in depth.

Near $u=0$, both functions in the bracket of (\ref{eq:first}) tend to $u^2/2$, so
\begin{equation}
E(u)\simeq\frac{u}{L},\qquad
L=\left[\frac{\kappa T}{4\pi(n_b+p_b)}\right]^{1/2}.
\label{eq:L}
\end{equation}
This $L$ is the Debye length, over which the tail of the profile decays by a factor $e$.

\section{The minimum}

Because $u(x)$ is monotonic, $u$ can replace $x$ as the integration variable. From (\ref{eq:E}), $dx=-du/E(u)$. The limits $x=0$ and $x=\infty$ become $u_s$ and $0$, and reversing them removes the minus sign:
\begin{equation}
G(u_s)=\int_{u_s}^{0}g(u)\frac{-du}{E(u)}
=\int_0^{u_s}\frac{g(u)}{E(u)}\,du .
\label{eq:Gu}
\end{equation}
The integrand is finite at $u=0$, since there $g\simeq(\sigma_n-\sigma_p)u$ and $E\simeq u/L$. The surface potential now appears only as the upper limit, so
\begin{equation}
\frac{dG}{du_s}=K(u_s)\left(\sigma_n-\sigma_p e^{-u_s}\right),
\qquad K(u)=\frac{e^{u}-1}{E(u)} .
\label{eq:dG}
\end{equation}
Numerator and denominator of $K$ have the same sign, and $K\to L$ as $u\to0$. Thus $K$ is positive for every $u$. The other factor increases steadily with $u_s$ and changes sign once, from negative to positive, at $e^{-u_s}=\sigma_n/\sigma_p$. This proves (\ref{eq:result}) and shows that the minimum is unique and global.

The zero of $g$ at flat band has been cancelled by the zero of $E$. The slope there is
\begin{equation}
\left.\frac{dG}{du_s}\right|_{0}=L(\sigma_n-\sigma_p),
\end{equation}
so flat band is not stationary unless the two conductivities are equal. Since $G(0)=0$, the minimum value is negative when they differ and zero when they are equal.

The curvature tells how sharp the minimum is. On differentiating (\ref{eq:dG}), the term with $K'$ drops out because its factor vanishes at $u_s^*$. What remains is
\begin{equation}
G''(u_s^*)=K(u_s^*)\,\sigma_p e^{-u_s^*}
=K(u_s^*)\,\sigma_n
=\frac{\sigma_p-\sigma_n}{E(u_s^*)},
\label{eq:curv}
\end{equation}
where the last step uses $\sigma_n e^{u_s^*}=\sigma_p$. Numerator and denominator have the same sign. If $\sigma_n=\sigma_p=\sigma$, then $u_s^*=0$, $K=L$, and the curvature is $L\sigma$.

\section{What happens at the surface}

At the minimum,
\begin{equation}
\sigma_n e^{u_s^*}=\sigma_p,\qquad \sigma_p e^{-u_s^*}=\sigma_n .
\end{equation}
The electrons at the surface conduct as well as the holes do in the bulk, and the reverse. The total local conductivity at the surface equals that of the bulk.

Raising $u_s$ by a small positive amount $\delta$ adds a slice of thickness $\delta/E(u_s)$ to the front of the profile, when $u_s>0$. The conductance changes by the excess in that slice. If the slice conducts worse than the bulk, $G$ falls; if it conducts better, $G$ rises. The minimum is reached when the new slice conducts as well as the bulk. The layer behind it still conducts worse, which is why $G$ itself is negative.

The sign of $u_s^*$ follows the conductivities and not the dopant type. Take a weakly p-type sample with 60\% holes and 40\% electrons, and let the electron mobility be three times the hole mobility. Then $\sigma_p/\sigma_n=0.6/1.2$ and $u_s^*=-0.693$. The minimum lies on the side where holes accumulate.

With $n_bp_b=n_i^2$, where $n_i$ is the intrinsic density, the result can be written
\begin{equation}
u_s^*=2\ln\frac{p_b}{n_i}-\ln\frac{\mu_n}{\mu_p}.
\label{eq:inversion}
\end{equation}
In p-type material the first term is the band bending at which the surface electron density equals the bulk hole density, a common criterion for strong inversion. When electrons are the more mobile carrier, the conductance minimum comes before that point.

\section{Example: lightly doped p-type silicon}

Take rough typical values at 300 K: $10^{15}$ acceptors per cm$^3$, $n_i=10^{10}$ cm$^{-3}$, $\mu_n=1400$ and $\mu_p=450$ cm$^2$/Vs, and $\kappa=11.7$. Then $p_b=10^{15}$ and $n_b=10^{5}$ cm$^{-3}$, so
\begin{equation}
u_s^*=\ln\frac{450\times10^{15}}{1400\times10^{5}}
=\ln(3.214\times10^{9})=21.89 .
\end{equation}
With a thermal energy of 0.02585 eV, the surface potential is 0.566 V. As a test, Poisson's equation was solved on a depth grid and the excess conductivity summed over depth, without (\ref{eq:first}) or (\ref{eq:Gu}). The minimum found numerically was at $u_s=21.8909$, which agrees with the logarithm to all printed digits.

\subsection*{Depth of the minimum}

The computed excess conductance at the minimum is $-5.88\ \mu$S per square. Holes contribute $-6.02$ and electrons $+0.147\ \mu$S. Both parts can be estimated by hand.

For the holes, neglect the electron charge in (\ref{eq:first}). With $n_b\ll p_b$, this gives $LE=\sqrt{2(e^{-u}-1+u)}$. The hole part of $g$ is $-\sigma_p(1-e^{-u})$, and $1-e^{-u}$ is the derivative of the bracket under the root. Therefore
\begin{equation}
G_p\simeq-\sigma_pL\int_0^{u_s}
\frac{1-e^{-u}}{\sqrt{2(e^{-u}-1+u)}}\,du
\simeq-\sigma_pL\sqrt{2(u_s-1)},
\end{equation}
where $e^{-u_s}$ has been dropped in the last step. The Debye length is 129.3 nm and $\sigma_p=0.0721$ S/cm, so $\sigma_pL=0.932\ \mu$S. The root is 6.46, and $G_p\simeq-6.03\ \mu$S.

For the electrons, the surface field is needed. At the minimum the electron term in (\ref{eq:first}), divided by $p_b$, is $n_be^{u_s^*}/p_b=\mu_p/\mu_n=0.321$. Hence
\begin{equation}
LE(u_s^*)\simeq\sqrt{2(20.89+0.321)}=6.51 .
\end{equation}
The physical field is $6.51\times0.02585$ V divided by 129.3 nm, or 0.0130 MV/cm. The electron density falls by a factor $e$ over about $a=L/6.51=19.9$ nm. Treating the field as constant over that distance gives $G_n\simeq\sigma_p a=0.143\ \mu$S. This is slightly below the computed value because the field weakens with depth and lets the electrons spread farther.

\subsection*{Shape of the minimum}

By (\ref{eq:curv}), the curvature is also $\sigma_pL/6.51=0.143\ \mu$S, since $\sigma_n$ is negligible. The minimum is shallow. If the conductance is known to $0.01\ \mu$S, the parabola gives an uncertainty of $\sqrt{2\times0.01/0.143}=0.37$ in $u_s$, or about 10 mV.

The two sides are unequal. Put $u_s=u_s^*+\delta$ in (\ref{eq:dG}). With $e^{u_s}\gg1$ and $\sigma_n\ll\sigma_p$, the slope is $\sigma_p(e^{\delta}-1)/E$. For nearly constant $E$ this integrates to
\begin{equation}
G-G(u_s^*)\simeq\frac{\sigma_p}{E(u_s^*)}\left(e^{\delta}-1-\delta\right).
\label{eq:shape}
\end{equation}
At $\delta=-2$ and $+2$ it gives rises of 0.16 and 0.63 $\mu$S. The full calculation gives 0.17 and 0.59 $\mu$S. At $\delta=4$ the estimate is 7.1 against 5.7 $\mu$S, because the growth of $E$ can no longer be ignored.

\section{A thin film gives half the logarithm}

The derivation needs a neutral bulk behind the space-charge layer. Consider instead a film of thickness $d$ with no field at its back face. Its carriers are in equilibrium with a neutral body of the same doping, from which $u$ is still measured. If the film is thin enough for $u$ to be almost uniform,
\begin{equation}
G\simeq d\left[\sigma_n(e^{u_s}-1)+\sigma_p(e^{-u_s}-1)\right].
\end{equation}
Setting the derivative to zero gives $\sigma_ne^{u_s}=\sigma_pe^{-u_s}$, hence
\begin{equation}
u_s^*=\frac12\ln\frac{\sigma_p}{\sigma_n}.
\label{eq:half}
\end{equation}
A change of surface potential now changes $u$ throughout the film instead of adding a slice to a fixed profile. The minimum therefore lies where the local conductivity itself is smallest.

The first correction follows from depletion. In a depleted p-type film (\ref{eq:poisson}) reduces to $u''\simeq1/L^2$. With $u'(d)=0$, the drop below the surface value is
\begin{equation}
\Delta(x)=u_s-u(x)=\frac{xd-x^2/2}{L^2},\qquad
\frac1d\int_0^d\Delta\,dx=\frac{d^2}{3L^2}.
\end{equation}
To first order in $\Delta$, it is the average of $u$ over the film that must equal (\ref{eq:half}). The surface value is then higher by $d^2/3L^2$.

For the silicon parameters, half the logarithm is 10.945. The correction for 10 nm is 0.002, and the computed minimum is 10.947. For 100 nm the estimate is 11.14 and so is the computed value. For 300 nm they are 12.74 and 12.69. A 3000 nm film gives 21.89, the thick-sample result. The thick-sample result needs a film that exceeds the depletion depth, here about $6.5L\simeq840$ nm, by several $L$. A nearly uniform $u$ needs $d$ well below $L$, since the drop across the film is $d^2/2L^2$.

\section{When the mobilities are not constant}

Halving $\mu_n$ at all depths raises $u_s^*$ by $\ln2=0.693$. In a strongly p-type sample the electrons matter only near the surface. If their mobility has one value throughout the space-charge region but differs from the bulk value, it is that value which belongs in $\sigma_n$, and halving it gives the same shift. This does not carry over to majority electrons when the region of changed mobility moves with the layer. The minimum still lies where the added surface slice conducts as well as the bulk. In a strongly n-type sample the surface is then emptied of electrons, the condition is $\sigma_pe^{-u_s}\simeq\sigma_n$ with the bulk mobility in $\sigma_n$, and the minimum does not move.

A mobility that varies with distance from the surface is different. It stays attached to the surface when the profile shifts, so the slice argument fails. Suppose both mobilities are multiplied by $1-\frac12e^{-x/\lambda}$ with $\lambda=10$ nm. Near the minimum there are few holes within this distance, so the main effect is on the electrons. Averaged over their approximate density $e^{-x/a}$, the factor is
\begin{equation}
1-\frac12\,\frac{\lambda}{\lambda+a}
=1-\frac12\,\frac{10}{29.9}=0.833 .
\end{equation}
The expected shift is $-\ln0.833=0.18$. The depth-grid calculation also gives 0.18, or 4.7 mV.

\section{The model beside real silicon}

The example resembles a lightly doped silicon wafer. Its doping is far below that of the channel of a typical scaled bulk transistor, where stronger surface fields make the mobility and confinement corrections larger. For films much thinner than $L$ that meet the conditions stated above (\ref{eq:half}), that equation is the appropriate limit as long as the film is thick enough for confinement between its two faces to be neglected. In a film a few nanometres thick, confinement lowers the electron and hole densities by different factors and moves the minimum. Even at 10 nm this shift can exceed the correction of 0.002 found above.

For the example itself, the temperature must be known. With the mobility ratio and a gap of 1.12 eV held fixed, the potential at the minimum falls from 0.67 V at 250 K to 0.35 V at 400 K. Near 300 K this is about 2 mV per kelvin. The gap of real silicon narrows on heating, which lowers the 400 K value by about another 0.03 V. An error of a factor two in $n_i$ moves $u_s^*$ by $2\ln2$, or 36 mV. Quantum confinement, estimated for a triangular well with silicon's masses of roughly 0.92 and 0.19 electron masses normal to a (100) surface, lowers the electron sheet density by about 10\% and moves the minimum by 2 to 3 mV.

Degeneracy, incomplete ionization, breakdown and tunnelling are also neglected, and their estimates are small here. The surface electron density is $3.2\times10^{14}$ cm$^{-3}$, about $10^{-5}$ of the conduction-band density of states, so Boltzmann statistics are adequate. About 0.1\% of the bulk acceptors are neutral. The surface field is 4\% of a rough breakdown field of 0.3 MV/cm. Interband tunnelling has no path, because the total band bending of 0.57 eV is smaller than the gap of 1.12 eV. The tunnelling distance of 860 nm in the output is the gap divided by the surface field; it would apply only if that field continued unchanged into the bulk.

Two conditions concern the measurement. If the contacts collect electrons alone, the hole term is absent and (\ref{eq:dG}) with $\sigma_p=0$ has no minimum. If the surface potential is swept too fast for the minority carriers to follow, their density is not $n_be^{u}$ and the equilibrium result does not apply. The numerical output below gives the computed values with more digits; the hand estimates are worked out in the text.

\section*{Table of computed values}
\begin{verbatim}
Temperature 300 K; thermal energy 0.02585 eV
Acceptors 1.0e+15 cm^-3; n_i 1.0e+10 cm^-3
Mobilities: electrons 1400, holes 450 cm^2/Vs
Relative permittivity 11.7; Debye length 129.3 nm
Bulk densities: holes 1.000e+15, electrons 1.000e+05 cm^-3
Bulk hole conductivity 7.2098e-02 S/cm
Bulk electron conductivity 2.2430e-11 S/cm
Conductivity ratio, holes/electrons 3.2143e+09
Predicted minimum: us = 21.8909; potential 0.5659 V
Minimum us from depth grid, then from logarithm:
  p-type silicon example: 21.8909, 21.8909
  n-type: -7.8230, -7.8230
  near-intrinsic: 1.5404, 1.5404
  equal conductivities: 0.0000, 0.0000
  p-type, electrons conduct better: -0.6931, -0.6931
Excess conductance at minimum -5.8767 uS/square
  by spatial sum -5.8767 uS/square
  hole part -6.0241 uS/square
  electron part 0.1474 uS/square
Excess conductance along the curve:
  us = -2.000: 2.7617 uS/square
  us = 5.000: -2.6387 uS/square
  us = 10.000: -3.9548 uS/square
  us = 19.891: -5.7083 uS/square
  us = 23.891: -5.2838 uS/square
  us = 25.891: -0.1549 uS/square
Largest mismatch of shifted profiles 6.6e-06 (in u)
Surface field at minimum 0.01302 MV/cm
Half the logarithm (thin-film limit) 10.9454
  film 10 nm: minimum at us = 10.9474
  film 100 nm: minimum at us = 11.1448
  film 300 nm: minimum at us = 12.6934
  film 3000 nm: minimum at us = 21.8909
Surface mobility halved, recovery depth 10 nm:
  shift of minimum 0.1827 in us, 4.72 mV
Electron mobility halved at all depths: shift 0.6931 in us
Confinement masses 0.92 and 0.19 electron masses
  lowest levels 9.65 and 16.32 meV
  quantum/classical electron sheet density 0.9040
  estimated shift 0.1009 in us, 2.61 mV
Surface electron density at minimum 3.214e+14 cm^-3
  divided by conduction-band density of states 1.1e-05
Bulk holes / valence-band density of states 4.0e-05
Neutral acceptor fraction in bulk 9.1e-04
Field / rough breakdown field 0.0434
Band-to-band tunnelling distance 860 nm
Potential at minimum, mobility ratio held fixed:
  250 K: 0.6701 V
  300 K: 0.5659 V
  350 K: 0.4596 V
  400 K: 0.3515 V
\end{verbatim}
